\section*{Why Low Cobalt Flux Favours Direct CoSi2 Growth Through an Interlayer}

\section{Interlayer-mediated growth of CoSi$_2$: the flux limit}

\subsection{What dimensions fix}

Cobalt reaches silicon through an interlayer, and a CoSi$_2$ layer of thickness $x$ must carry it on to unreacted silicon. Let $V_{\max}$ be the largest growth speed at which the layer does this without CoSi forming on top. If transport through CoSi$_2$ sets the limit, the available quantities are $x$, the parabolic constant $k$ of CoSi$_2$ (length$^2$/time), and a length $\lambda$ expressing the reaction resistance at the CoSi$_2$/Si interface. Hence
\begin{equation}
V_{\max}=\frac{k}{x}\,f\!\left(\frac{\lambda}{x}\right).
\end{equation}
When $\lambda$ is negligible, $V_{\max}$ falls as $1/x$: a thicker layer tolerates less flux. The function $f$ follows from thermodynamics and an atom balance.

The model has flat layers, quasi-steady transport, a constant cobalt flux $J$ (atoms per area and time) and no cobalt retained by the interlayer. Phase boundaries are in local equilibrium, except for a linear reaction resistance at CoSi$_2$/Si.

\subsection{Why CoSi needs a high cobalt potential}

Let $G_1$, $G_2$ and $G_3$ be the formation free energies per formula unit of CoSi, CoSi$_2$ and Co$_2$Si, with Co metal and Si as zeros. At cobalt potential $\mu$, the stable phase minimises $(G-n_{\rm Co}\mu)/n_{\rm Si}$, the free energy per silicon atom after paying for the cobalt. Silicon has the value zero, so
\begin{align}
\text{Si/CoSi}_2:&\quad (G_2-\mu)/2=0 &&\Rightarrow\ \mu=G_2,\\
\text{CoSi}_2/\text{CoSi}:&\quad (G_2-\mu)/2=G_1-\mu &&\Rightarrow\ \mu=2G_1-G_2,\\
\text{CoSi/Co}_2\text{Si}:&\quad G_1-\mu=G_3-2\mu &&\Rightarrow\ \mu=G_3-G_1.
\end{align}
Measure the potential from the first equilibrium, $s=\mu-G_2$, and let $g=G_1-G_2>0$ be the free energy released by CoSi + Si $\rightarrow$ CoSi$_2$. CoSi can form on CoSi$_2$ once $s>2g$. On bare silicon the condition is $G_1-\mu<0$, or $s>g$.

Rough values $G_3=-1.20$, $G_1=-1.00$ and $G_2=-1.05$ eV give $g=0.05$ eV. The thresholds are $s=0.10$ eV for CoSi on CoSi$_2$ and $0.85$ eV for Co$_2$Si on CoSi. Keeping the potential too low for CoSi therefore also excludes Co$_2$Si.

Cobalt metal lies at $s=1.05$ eV, so it cannot be in equilibrium with CoSi$_2$. An interlayer permits direct growth by taking up at least $1.05-0.10=0.95$ eV of the potential drop.

\subsection{The largest flux without CoSi}

Suppose first that cobalt moves through CoSi$_2$, with constant transport coefficient $\Lambda$. Let $s_i$ be the potential just above the silicon interface and $R$ the interface resistance. The same flux crosses both resistances:
\begin{equation}
J=\Lambda\frac{s-s_i}{x}=\frac{s_i}{R}
\quad\Rightarrow\quad
s=J\left(\frac{x}{\Lambda}+R\right)=\frac{J(x+\lambda)}{\Lambda},\qquad \lambda=\Lambda R.
\end{equation}
The top of the layer reaches the CoSi threshold $s=2g$ at
\begin{equation}
J_c(x)=\frac{2g\Lambda}{x+\lambda}.
\end{equation}

The coefficient $\Lambda$ can be eliminated by considering growth with CoSi present. The upper boundary of CoSi$_2$ is then held at $s=2g$, so $J_c$ flows down to the silicon. The difference $J-J_c$ stays at the upper boundary and drives Co + CoSi$_2\rightarrow$ 2CoSi; a negative difference reverses this reaction. At the lower boundary, $J_c$ forms new CoSi$_2$. With $N_1$ and $N_2$ formula units of CoSi and CoSi$_2$ per area,
\begin{align}
\frac{dN_1}{dt}&=2(J-J_c),\\
\frac{dN_2}{dt}&=-(J-J_c)+J_c=2J_c-J.
\end{align}
The sum is $J$, as cobalt conservation requires. When $J<J_c$, any CoSi already present shrinks.

Now switch off the supply. With $v_2$ the volume per CoSi$_2$ unit, the layer grows from CoSi as
\begin{equation}
\frac{dx}{dt}=2v_2J_c=\frac{4v_2g\Lambda}{x+\lambda}
\quad\Rightarrow\quad
x^2+2\lambda x=8v_2g\Lambda\,t\equiv kt.
\end{equation}
Thus $k=8v_2g\Lambda$. In direct growth each arriving cobalt atom makes one CoSi$_2$ unit, so $V=v_2J$ and
\begin{equation}
V<V_{\max}=v_2J_c=\frac{2v_2g\Lambda}{x+\lambda}=\frac{k}{4(x+\lambda)} .
\label{eq:limit}
\end{equation}
The undetermined function is $f(z)=1/[4(1+z)]$. The limit is half the speed at which the same layer would grow from CoSi, because there each cobalt atom crossing the layer creates two CoSi$_2$ units: one where it leaves CoSi and one where it meets silicon. Once $k$ and $\lambda$ are measured, neither $g$ nor $\Lambda$ is needed.

For $\lambda=0$ the result also holds if silicon is mobile. The Gibbs--Duhem relation, $d\mu_{\rm Co}+2\,d\mu_{\rm Si}=0$, makes the silicon potential fall by $g$ while $s$ rises by $2g$. A silicon flux $J_{\rm Si}$ makes $J_{\rm Si}/2$ units of CoSi$_2$ from arriving cobalt, but $J_{\rm Si}$ units from CoSi. The ratio is again two.

\subsection{Three growth regimes}

Let $x_f$ be the thickness when all cobalt has become CoSi$_2$. Since $J_c$ falls with $x$, direct growth under constant supply must satisfy the limit at $x_f$:
\begin{equation}
t_{\rm supply}=\frac{x_f}{V}>t_{\min}=\frac{4x_f(x_f+\lambda)}{k}.
\end{equation}
For $x_f\gg\lambda$, doubling the cobalt film quadruples this time.

At a higher flux, CoSi becomes possible at
\begin{equation}
x^*=\frac{k}{4V}-\lambda,\qquad V=v_2J,
\end{equation}
provided $0<x^*<x_f$. If CoSi forms without delay, both silicides then coexist. For $J_c(0)<J<2J_c(0)$, $x^*$ is negative and both grow from the start. The model neglects the barrier to nucleating CoSi on CoSi$_2$. Because the driving energy is zero at $x^*$, a real layer can pass this thickness before CoSi appears. For CoSi on top of the layer, the limit is therefore a safe bound rather than a prediction of the exact onset. It does not cover the silicon interface, where Co + Si $\rightarrow$ CoSi is allowed once $s_i=JR>g$, that is $V>k/(8\lambda)$. Equation~\eqref{eq:limit} at $x_f$ excludes this only if $x_f>\lambda$; for thinner layers $V<k/(8\lambda)$ is the stricter condition. If $J>2J_c(0)$, $dN_2/dt$ is negative at every thickness, so CoSi$_2$ is consumed faster than it forms and CoSi grows first. This last statement requires the CoSi/Si reaction to keep up with the supply; otherwise Co$_2$Si can accumulate too.

The layer balance was tested against a calculation that does not use it. A row of silicon cells receives cobalt, which moves down its potential; the potential depends on the local Co/Si ratio through the phase thresholds above. For $\lambda>0$, a resistance equal to that of $\lambda$ extra cells is added at the silicon front. In units where $2g\Lambda=1$ and lengths are counted in silicon cells, CoSi should appear at $x^*=1/J-\lambda$. For $(1/J,\lambda)=(20.5,0)$, $(20.5,6)$ and $(8.5,0)$ it appeared at 22.1, 16.4 and 9.4 cells, against 20.5, 14.5 and 8.5. In these runs the agreement is within two cells. The calculation gives each compound a composition range of 0.04 in Co/Si, and filling this range delays the onset by about 4\% of the thickness, which is half of the 1.6 cells at $1/J=20.5$. The rest arises because the front moves in whole cells and some surplus must collect before CoSi is registered. The first part grows with thickness and shrinks as the range is narrowed.

With $1/J=20.5$, $\lambda=0$ and 20 cobalt atoms supplied per column, the CoSi amount was 4.44 cells, against 4.41 from the layer balance. The front is resolved only to about one cell, so the closeness of these two numbers is partly chance. At a flux of 2 in the same units, the largest Co/Si ratio reached 6.24. This exceeds the value 2 of Co$_2$Si, so the top cell held unreacted cobalt. The run shows a surface driven far beyond CoSi, but it does not measure a Co$_2$Si thickness.

\subsection{How large: 10 nm of cobalt at 873 K}

Take $k=200$ nm$^2$/s and $\lambda=10$ nm as rough model parameters. The volumes per cobalt atom are 0.01107 nm$^3$ in the metal and 0.03861 nm$^3$ in CoSi$_2$, so 1 nm of cobalt makes 3.486 nm of disilicide and $x_f=34.9$ nm. Then
\begin{align}
V_{\max}(x_f)&=\frac{200}{4(34.9+10)}=1.11\ \text{nm/s},\\
\text{cobalt supply limit}&=\frac{1.115}{3.486}=0.32\ \text{nm/s},\\
t_{\min}&=\frac{4(34.9)(44.9)}{200}=31\ \text{s}.
\end{align}
The threshold for CoSi growing alone is $V=k/(2\lambda)=10$ nm/s, or 2.87 nm of cobalt per second. Three supply rates, with all else fixed, give:

\begin{center}
\begin{tabular}{cccc}
Co rate & Supply time & Co in CoSi & CoSi$_2$ \\
(nm/s) & (s) & at end (\%) & at end (nm) \\
0.02 & 500 & 0 & 34.9 \\
0.60 & 17 & 26 & 25.8 \\
5.00 & 2 & 100 & 0
\end{tabular}
\end{center}

Without a nucleation delay, CoSi appears at 0.60 nm/s when the disilicide is 13.9 nm thick. After the supply ends, this CoSi can convert on CoSi$_2$ that already exists. At 5 nm/s, CoSi$_2$ must still nucleate between CoSi and silicon, where the reaction releases just $g=0.05$ eV per formula unit. That row assumes that CoSi carries the whole flux. If CoSi had the same $\Lambda$ as CoSi$_2$, the potential drop across its final 19.9 nm would be 0.69 eV, and a similar interface resistance would add 0.35 eV, enough to pass the Co$_2$Si threshold.

\subsection{From phase selection to epitaxy}

Equation~\eqref{eq:limit} selects a phase, not an orientation. Before CoSi$_2$ covers the silicon, nucleation matters. For a spherical nucleus with effective interface energy $\gamma$, volume $v$ per formula unit and driving energy $\Delta$,
\begin{equation}
E(r)=4\pi r^2\gamma-\frac{4\pi r^3\Delta}{3v}.
\end{equation}
Setting $dE/dr=8\pi r\gamma-4\pi r^2\Delta/v=0$ gives $r_*=2\gamma v/\Delta$, and substitution gives
\begin{equation}
E_*=\frac{4\pi}{3}\gamma r_*^2=\frac{16\pi}{3}\frac{\gamma^3v^2}{\Delta^2}.
\end{equation}
For CoSi$_2$, $\Delta=s$; for CoSi, $\Delta=s-g$. With equal $\gamma$, the barriers are equal when $v_2/s=v_1/(s-g)$, where $v_1=0.02199$ nm$^3$ is the CoSi volume. Therefore
\begin{equation}
s_*=\frac{g}{1-v_1/v_2}=0.116\ \text{eV}.
\end{equation}
Below this potential, CoSi$_2$ has the lower barrier.

Low potential also sharpens the choice of orientation. Take illustrative energies of 0.10 J/m$^2$ for aligned and 0.15 J/m$^2$ for misoriented nuclei. At $s=0.10$ eV their barriers are 0.61 and 2.05 eV; at $s=0.05$ eV they are 2.43 and 8.20 eV. The gap grows from 1.44 to 5.77 eV, as $1/s^2$ requires. Every barrier rises, however: in this strain-free estimate, low flux makes nucleation more selective, not easier.

Flux controls $s$ because cobalt must diffuse to existing nuclei. Between parallel line sinks a distance $\ell$ apart, the areal concentration obeys $Dc''=-J$, with $c=c_{\rm eq}$ at both sinks. Integrating twice gives $c-c_{\rm eq}=Jy(\ell-y)/(2D)$, whose maximum is $J\ell^2/(8D)$. For dilute cobalt, $s=k_BT\ln(c/c_{\rm eq})$, so staying below a chosen $s$ requires
\begin{equation}
\frac{J\ell^2}{8Dc_{\rm eq}}<e^{s/k_BT}-1 .
\end{equation}
At 873 K the right side is 0.94 for $s=g$ and 3.7 for $s=s_*$. At fixed $\ell$, $D$ and $c_{\rm eq}$, a fourfold change in flux spans this range.

These estimates show how slow supply can favour epitaxy; they do not guarantee it. Surface contamination, facets and the real nucleus shape can change the ranking. Nucleation at CoSi grain boundaries, relevant to the fast-supply route, is not calculated.

\subsection{Real interlayers and process choices}

The example is an idealised picture of growth through a thin oxide or titanium-type interlayer at 600 $^\circ$C; its parameters are not fitted to a real one. One uncertain parameter is $k$: an epitaxial layer lacks the grain boundaries that can speed transport in polycrystalline CoSi$_2$. If $k$ were ten times smaller at fixed $\lambda$, the cobalt limit would fall to 0.032 nm/s and the minimum time would rise to 313 s. If the interface resistance $R$ stayed fixed instead, $\lambda=\Lambda R$ would also fall tenfold and the cobalt limit would be 0.040 nm/s. The 0.02 nm/s supply would qualify in both cases.

Real interlayers can also break the assumption of uniform flux. If an average of 0.02 nm/s passes through a fraction $p$ of the area, without lateral spreading, the local cobalt rate is $0.02/p$ and the local final thickness is $34.9/p$ nm. The disilicide then grows locally at $0.0697/p$ nm/s, and the limit at the final thickness requires $(0.0697/p)(34.9/p+10)<200/4$. This fails when $p<0.23$. A slow average rate alone therefore does not guarantee direct growth beneath wide holes. Beneath holes narrower than the layer thickness, cobalt also spreads sideways, and a smaller open fraction can be tolerated. A titanium layer that retains cobalt also reduces $x_f$.

Other omissions can be estimated. With the room-temperature misfit of 1.23\% and an assumed biaxial modulus of 200 GPa, strain costs 7.3 meV per CoSi$_2$ unit; the misfit at the growth temperature will differ. This raises the aligned barrier at $s=0.10$ eV from 0.61 to 0.71 eV, still below 2.05 eV. Strain matters more at low potential: if only the aligned nucleus is strained, the barriers are equal when $(s-7.3\ \text{meV})/s=(0.10/0.15)^{3/2}$, and below $s=0.016$ eV the misoriented nucleus has the lower barrier. The gain in selectivity from low flux therefore has a lower limit. It also narrows the potential window $2g$ from 0.100 to 0.085 eV, which lowers the flux limit by 15\% at fixed $\Lambda$ and $\lambda$ while the layer is coherent. A 35 nm layer at about 1\% misfit is probably relaxed by dislocations, since the equilibrium critical thickness is of order 10 nm, so this is an upper estimate at the final thickness. For dilute cobalt in the interlayer, back-flow is about $e^{-0.95/0.0752}=3\times10^{-6}$ of the forward flow. Dissolving $10^{14}$ cm$^{-3}$ of cobalt throughout a 0.5 mm wafer would take about $6\times10^{-5}$ of the film.

For a process in which these assumptions hold, measure $k$ and $\lambda$ on layers of the intended microstructure, then set the supply below the limit at the final thickness, and below $V=k/(8\lambda)$ if that thickness is smaller than $\lambda$. Temperature needs separate care. With an activation energy of 2.3 eV, cooling by 10 K multiplies $k$ by 0.70. At fixed $\lambda$, heating raises the ratio of the flux limit to the supplied flux if the interlayer flux has a smaller activation energy than $k$, and lowers this ratio if that energy is larger. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
FREE ENERGIES (rough inputs)
Formation Co2Si, CoSi, CoSi2: -1.20, -1.00, -1.05 eV per formula unit
g for CoSi + Si -> CoSi2: 0.050 eV
s where CoSi can form on bare Si: 0.050 eV
s where CoSi can form on CoSi2: 0.100 eV
s where Co2Si can form on CoSi: 0.850 eV
COMPOSITION-FIELD TESTS (cells of Si)
1/flux 20.5, interface length 0.0: CoSi appears at 22.07, formula 20.50
1/flux 20.5, interface length 6.0: CoSi appears at 16.36, formula 14.50
1/flux 8.5, interface length 0.0: CoSi appears at 9.41, formula 8.50
CoSi2 grown from CoSi: 20.47, formula 20.00
CoSi in mixed growth: 4.44, layer balance 4.41
Largest Co/Si ratio at high flux: 6.24
WORKED EXAMPLE
Temperature: 873 K, kT: 0.0752 eV
Co film: 10.0 nm, k: 200 nm^2/s, lam: 10.0 nm
Volume per Co atom in Co, CoSi, CoSi2: 0.01107, 0.02199, 0.03861 nm^3
CoSi2 per Co thickness: 3.486
Final CoSi2 thickness: 34.9 nm
Limiting CoSi2 growth speed at the end: 1.115 nm/s
Limiting Co supply rate: 0.320 nm/s
Shortest constant-rate supply time: 31.3 s
Co rate above which CoSi grows alone first: 2.87 nm/s
Co rate 0.02 nm/s, supply time 500.0 s: Co in CoSi 0.0 %, CoSi2 34.9 nm
Co rate 0.60 nm/s, supply time 16.7 s: Co in CoSi 26.1 %, CoSi2 25.8 nm
Co rate 5.00 nm/s, supply time 2.0 s: Co in CoSi 100.0 %, CoSi2 0.0 nm
CoSi2 thickness when CoSi appears at 0.60 nm/s: 13.9 nm
NUCLEATION (illustrative interface energies)
Aligned, misoriented: 0.10, 0.15 J/m^2
s below which CoSi2 has the lower barrier: 0.116 eV
s = 0.050 eV: barriers aligned 2.43, misoriented 8.20, gap 5.77 eV
s = 0.100 eV: barriers aligned 0.61, misoriented 2.05, gap 1.44 eV
Largest excess Co between sinks: 0.1250 J l^2/D
Excess over equilibrium Co at s = g: 0.94
Excess over equilibrium Co at crossover: 3.68
NEGLECTED EFFECTS
Misfit: 1.23 %, strain energy: 7.3 meV per CoSi2
Aligned barrier at s = 2g with strain: 0.71 eV
Back-flow through interlayer, relative: 3.3e-06
Co dissolved in wafer, share of film: 5.5e-05
Factor on k for 10 K cooler: 0.70
With k ten times smaller: Co limit 0.0320 nm/s, shortest time 313 s
\end{verbatim}
